# Recovery time of an electroless surface after a small voltage pulse: verification in Python

```python
# Recovery of an electroless plating surface after a small voltage pulse.
# Result under test: at open circuit the offset eta from the mixed potential
# decays as exp(-t/tau), tau = C*Rp, Rp = ba*bc/(ip*(ba+bc)), where
#   C  = double-layer capacitance, ip = plating current density,
#   ba, bc = anodic and cathodic Tafel slopes per factor e (decade slope/ln 10).
# Also tested: first nonlinear correction, diffusion tail, pulse-length limit,
# and the extra capacitance of a redox-active adsorbed layer.
# Internal units: V, A, s, cm, mol, F.
import numpy as np
from scipy.constants import R, physical_constants, e as e_charge
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

F = physical_constants["Faraday constant"][0]
ip, C, T, eta0 = 1e-3, 25e-6, 333.0, 5e-3
slope_a, slope_c = 0.120, 0.160
ba, bc = slope_a / np.log(10), slope_c / np.log(10)
thermal = R * T / F


def tau_rule(cap, sa, sc, current):
    return cap * sa * sc / (np.log(10) * current * (sa + sc))


def net_current(eta):
    return ip * (np.exp(eta / ba) - np.exp(-eta / bc))


tau = tau_rule(C, slope_a, slope_c, ip)
Rp = tau / C

# Polarization resistance at a numerically located crossing of two Tafel lines
def line_a(E):
    return 2e-6 * 10 ** ((E + 0.80) / slope_a)


def line_c(E):
    return 5e-6 * 10 ** (-(E + 0.35) / slope_c)


E_mix = brentq(lambda E: line_a(E) - line_c(E), -0.80, -0.35, xtol=1e-14)
h = 1e-5
conductance = ((line_a(E_mix + h) - line_c(E_mix + h))
               - (line_a(E_mix - h) - line_c(E_mix - h))) / (2 * h)
Rp_rule = tau_rule(1.0, slope_a, slope_c, line_a(E_mix))
assert abs(conductance * Rp_rule - 1) < 1e-5

# Nonlinear recovery time by quadrature, against the corrected formula
kappa = (1 / ba - 1 / bc) / 2


def time_quadrature(start, fraction):
    # logarithmic variable: eta = start*exp(-u)
    def integrand(u):
        eta = start * np.exp(-u)
        return C * eta / net_current(eta)
    return quad(integrand, 0, -np.log(fraction), epsabs=1e-14, epsrel=1e-11)[0]


def time_formula(start, fraction):
    return tau * (-np.log(fraction)
                  + np.log((1 + kappa * fraction * start) / (1 + kappa * start)))


for sign in (1, -1):
    err = time_quadrature(sign * eta0, 0.01) - time_formula(sign * eta0, 0.01)
    err_half = (time_quadrature(sign * eta0 / 2, 0.01)
                - time_formula(sign * eta0 / 2, 0.01))
    assert abs(err) < 1e-3 * tau
    assert 3.5 < err / err_half < 4.5     # remaining error is second order

# Direct integration of the charge balance against the exponential
run = solve_ivp(lambda t, y: -net_current(y) / C, (0, 3 * tau), [eta0],
                t_eval=[tau, 2 * tau, 3 * tau], method="DOP853",
                rtol=1e-10, atol=1e-15)
decay = run.y[0] / eta0
assert np.all(np.abs(decay / np.exp(-np.arange(1, 4)) - 1) < 0.02)

# Diffusion: side (+1 anodic, -1 cathodic), electrons per particle,
# surface concentration in mol/cm3, diffusivity in cm2/s
species = {"copper complex": (-1, 2.0, 4e-5, 5e-6),
           "formaldehyde": (1, 1.0, 1e-4, 1e-5),
           "hydroxide": (1, 0.5, 5e-5, 5e-5)}
members = list(species.values())
weight = {1: (1 / ba) / (1 / ba + 1 / bc), -1: (1 / bc) / (1 / ba + 1 / bc)}
lam = [ip / (m * F * c * np.sqrt(D)) for _, m, c, D in members]
Lambda = np.sqrt(tau) * sum(weight[s[0]] * q for s, q in zip(members, lam))

N = 55
steps = 0.03 * 1.1 ** np.arange(N - 1)      # in diffusion lengths


def diffusion_matrix(hold):
    # state: eta, then relative concentration changes of each reactant
    A = np.zeros((1 + N * len(members),) * 2)
    if not hold:
        A[0, 0] = -ip * (1 / ba + 1 / bc) / C
    for j, (side, m, c, D) in enumerate(members):
        first = 1 + j * N
        dx = steps * np.sqrt(D * tau)
        volume = np.zeros(N)
        volume[:-1] += dx / 2
        volume[1:] += dx / 2
        for k in range(N - 1):
            a, b, g = first + k, first + k + 1, D / dx[k]
            A[a, a] -= g / volume[k]
            A[a, b] += g / volume[k]
            A[b, b] -= g / volume[k + 1]
            A[b, a] += g / volume[k + 1]
        uptake = ip / (m * F * c * volume[0])
        A[first, 0] -= uptake * side / (ba if side == 1 else bc)
        for i, other in enumerate(members):
            if other[0] == side:
                A[first, 1 + i * N] -= uptake
        if not hold:
            A[0, first] -= side * ip / C
    return A


A_free, A_hold = diffusion_matrix(False), diffusion_matrix(True)


def eta_diffusion(t):
    return expm(A_free * t)[0, 0]           # fraction of the initial offset


tail_time = 40 * tau
tail_model = eta_diffusion(tail_time)
tail_rule = Lambda / np.sqrt(np.pi * tail_time / tau)
assert abs(tail_model / tail_rule - 1) < 0.05   # next term is 1/40
t1_diffusion = brentq(lambda t: eta_diffusion(t) - 0.01, 3 * tau, 7 * tau,
                      xtol=1e-9)

# Longest pulse that leaves a zero-current offset of one percent
pulse_limit = tau * np.pi / 4 * (0.01 / Lambda) ** 2
held = expm(A_hold * pulse_limit)[:, 0]
imbalance = -sum(s[0] * held[1 + j * N] for j, s in enumerate(members))
offset_model = imbalance / (1 / ba + 1 / bc)
assert abs(offset_model / 0.01 - 1) < 0.05      # second order in depletion

# Redox-active adsorbate, one electron per site, Langmuir isotherm
sites = 1.5e15
q_layer = sites * e_charge


def C_ads(theta):
    return q_layer * theta * (1 - theta) / thermal


def coverage(E):
    return 1 / (1 + np.exp(-E / thermal))


for E in (-0.15, 0.0, 0.04):
    slope = (coverage(E + h) - coverage(E - h)) / (2 * h)
    assert abs(q_layer * slope / C_ads(coverage(E)) - 1) < 1e-5
theta_double = brentq(lambda x: C_ads(x) - C, 1e-8, 0.5)
C_half = C_ads(0.5)
R_ads = 1e-3 * Rp                            # fast adsorbate exchange
circuit = np.array([[-(1 / Rp + 1 / R_ads) / C, 1 / (R_ads * C)],
                    [1 / (R_ads * C_half), -1 / (R_ads * C_half)]])
slow_time = -1 / np.max(np.linalg.eigvals(circuit).real)
assert abs(slow_time / (Rp * (C + C_half)) - 1) < 0.01

# Other neglected effects, sized for the example
drive = 0.10                                # V, copper reaction driving force
back = np.exp(-2 * drive / thermal)


def current_with_back(eta):
    cathodic = (np.exp(-eta / bc) * (1 - back * np.exp(2 * eta / thermal))
                / (1 - back))
    return ip * (np.exp(eta / ba) - cathodic)


G_back = (current_with_back(h) - current_with_back(-h)) / (2 * h)
back_change = G_back * Rp - 1
conductivity, gap = 0.1, 0.2                # S/cm, cm
Rs = gap / conductivity
tau_connected = C / (1 / Rp + 1 / Rs)
molar_mass, density = 63.546, 8.96          # copper, g/mol and g/cm3
rate = ip / (2 * F) * molar_mass / density * 3600 * 1e4
layer_fraction = ip * tau / (2 * e_charge * sites)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Plating current", ip * 1e3, "mA/cm2")
show("Double-layer capacitance", C * 1e6, "uF/cm2")
show("Anodic Tafel slope", slope_a * 1e3, "mV/decade")
show("Cathodic Tafel slope", slope_c * 1e3, "mV/decade")
show("Anodic slope per factor e", ba * 1e3, "mV")
show("Cathodic slope per factor e", bc * 1e3, "mV")
show("Pulse height", eta0 * 1e3, "mV")
show("Temperature", T, "K")
show("Copper plating rate", rate, "um/h", 3)
show("Polarization resistance", Rp, "ohm cm2")
show("Relaxation time tau", tau * 1e3, "ms")
show("Linear time to 10%", tau * np.log(10) * 1e3, "ms")
show("Linear time to 1%", tau * np.log(100) * 1e3, "ms")
show("Nonlinear time to 1%, +5 mV", time_quadrature(eta0, .01) * 1e3, "ms")
show("Nonlinear time to 1%, -5 mV", time_quadrature(-eta0, .01) * 1e3, "ms")
show("Corrected formula, +5 mV", time_formula(eta0, .01) * 1e3, "ms")
show("Corrected formula, -5 mV", time_formula(-eta0, .01) * 1e3, "ms")
show("Asymmetry kappa", kappa, "1/V")
for k in range(3):
    show(f"Integrated eta/eta0 at {k + 1} tau", decay[k])
show("Time to 1%, +50 mV", time_quadrature(.05, .01) * 1e3, "ms")
show("Time to 1%, -50 mV", time_quadrature(-.05, .01) * 1e3, "ms")
show("tau, 15 uF/cm2, both slopes 100 mV/decade",
     tau_rule(15e-6, .1, .1, ip) * 1e3, "ms", 3)
show("tau, 100 uF/cm2, both slopes 200 mV/decade",
     tau_rule(100e-6, .2, .2, ip) * 1e3, "ms", 3)
for (name, (_, m, c, D)), q in zip(species.items(), lam):
    print(f"{name}: {c * 1e3:.3g} mol/L, D {D:.1e} cm2/s, "
          f"{m:g} electrons each, lambda {q:.3g} s^-1/2")
show("Diffusion parameter Lambda", Lambda, "", 3)
show("Tail eta/eta0 at 40 tau, diffusion model", tail_model, "", 3)
show("Tail eta/eta0 at 40 tau, formula", tail_rule, "", 3)
show("Linear time to 1% with diffusion", t1_diffusion * 1e3, "ms")
show("Pulse length for 1% offset", pulse_limit * 1e3, "ms", 3)
show("Offset after that pulse, diffusion model", offset_model * 100, "%", 3)
show("Adsorption site density", sites, "1/cm2", 3)
show("Full adsorbate charge", q_layer * 1e6, "uC/cm2")
show("Active coverage that doubles tau", theta_double * 100, "%", 3)
show("Adsorbate capacitance at half coverage", C_half * 1e6, "uF/cm2")
show("tau at half coverage, fast exchange", Rp * (C + C_half) * 1e3, "ms", 3)
show("That tau over double-layer tau", (C + C_half) / C, "", 3)
show("tau if only anodic current responds", C * ba / ip * 1e3, "ms")
show("tau if only cathodic current responds", C * bc / ip * 1e3, "ms")
show("tau if roughness doubles C at fixed ip", 2 * tau * 1e3, "ms")
show("Driving force for back-reaction check", drive * 1e3, "mV")
show("Back reaction over forward reaction", back, "", 2)
show("Conductance change from back reaction", back_change * 100, "%", 2)
show("Solution conductivity", conductivity, "S/cm")
show("Solution gap", gap * 10, "mm")
show("Solution resistance", Rs, "ohm cm2")
show("Decay time if potentiostat stays connected",
     tau_connected * 1e3, "ms", 3)
show("Copper monolayers plated during tau", layer_fraction, "", 2)
print("checks complete")
```

Running it gives:

```
Plating current: 1 mA/cm2
Double-layer capacitance: 25 uF/cm2
Anodic Tafel slope: 120 mV/decade
Cathodic Tafel slope: 160 mV/decade
Anodic slope per factor e: 52.12 mV
Cathodic slope per factor e: 69.49 mV
Pulse height: 5 mV
Temperature: 333 K
Copper plating rate: 1.32 um/h
Polarization resistance: 29.78 ohm cm2
Relaxation time tau: 0.7445 ms
Linear time to 10%: 1.714 ms
Linear time to 1%: 3.429 ms
Nonlinear time to 1%, +5 mV: 3.419 ms
Nonlinear time to 1%, -5 mV: 3.437 ms
Corrected formula, +5 mV: 3.42 ms
Corrected formula, -5 mV: 3.437 ms
Asymmetry kappa: 2.399 1/V
Integrated eta/eta0 at 1 tau: 0.3649
Integrated eta/eta0 at 2 tau: 0.1339
Integrated eta/eta0 at 3 tau: 0.0492
Time to 1%, +50 mV: 3.304 ms
Time to 1%, -50 mV: 3.474 ms
tau, 15 uF/cm2, both slopes 100 mV/decade: 0.326 ms
tau, 100 uF/cm2, both slopes 200 mV/decade: 4.34 ms
copper complex: 0.04 mol/L, D 5.0e-06 cm2/s, 2 electrons each, lambda 0.0579 s^-1/2
formaldehyde: 0.1 mol/L, D 1.0e-05 cm2/s, 1 electrons each, lambda 0.0328 s^-1/2
hydroxide: 0.05 mol/L, D 5.0e-05 cm2/s, 0.5 electrons each, lambda 0.0586 s^-1/2
Diffusion parameter Lambda: 0.0021
Tail eta/eta0 at 40 tau, diffusion model: 0.000192
Tail eta/eta0 at 40 tau, formula: 0.000188
Linear time to 1% with diffusion: 3.487 ms
Pulse length for 1% offset: 13.2 ms
Offset after that pulse, diffusion model: 0.991 %
Adsorption site density: 1.5e+15 1/cm2
Full adsorbate charge: 240.3 uC/cm2
Active coverage that doubles tau: 0.299 %
Adsorbate capacitance at half coverage: 2094 uF/cm2
tau at half coverage, fast exchange: 63.1 ms
That tau over double-layer tau: 84.7
tau if only anodic current responds: 1.303 ms
tau if only cathodic current responds: 1.737 ms
tau if roughness doubles C at fixed ip: 1.489 ms
Driving force for back-reaction check: 100 mV
Back reaction over forward reaction: 0.00094
Conductance change from back reaction: 0.2 %
Solution conductivity: 0.1 S/cm
Solution gap: 2 mm
Solution resistance: 2 ohm cm2
Decay time if potentiostat stays connected: 0.0469 ms
Copper monolayers plated during tau: 0.0015
checks complete
```
